# Current in a fully degenerate single-subband channel with constant mobility

## A channel with an unlimited density of states

Consider an n-channel transistor of length $L$ and width $W$, with $x$ running from the source at $0$ to the drain at $L$. The electrons form a thin sheet. Let $Q(x)\ge 0$ be the magnitude of their charge per area and $\psi(x)$ the electrostatic potential of the sheet. Suppose first that the temperature is zero and the density of states is so large that any charge fits in with negligible kinetic energy. The sheet then behaves as the plate of an ordinary capacitor. With $\psi$ measured from the source and $V_{GT}$ the gate voltage above threshold,

$$Q=C_{ox}(V_{GT}-\psi),\qquad d\psi=-\frac{dQ}{C_{ox}}. \tag{1}$$

Electrons drift towards the drain with velocity $\mu\,d\psi/dx$. Counting the conventional current $I$ as positive when it enters at the drain, $I=\mu WQ\,d\psi/dx$. In steady state $I$ does not depend on $x$, so integration over the channel gives

$$IL=-\frac{\mu W}{C_{ox}}\int_{Q_S}^{Q_D}Q\,dQ=\frac{\mu W}{2C_{ox}}\left(Q_S^2-Q_D^2\right), \tag{2}$$

where $Q_S$ and $Q_D$ are the charges at source and drain. The squares arise because the charge carries the current and its own gradient supplies the field.

A real subband has a finite density of states. Adding charge then costs kinetic energy, and a charge gradient drives diffusion even at zero temperature. In the degenerate limit both effects are included by replacing $C_{ox}$ with a series capacitance.

## Charge and quantum capacitance

Let one parabolic, isotropic subband of mass $m$ be occupied, with two spins and one valley. Its edge is $E_1$ and the local Fermi level is $E_F$. Fully degenerate means that $E_F-E_1\gg kT$ everywhere in the channel, so that states are filled up to $E_F$ and empty above. The filled disc has radius $k_F$, and each state occupies an area $(2\pi)^2$ of wavevector space per unit area of channel. Hence

$$n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},\qquad E_F-E_1=\frac{\hbar^2k_F^2}{2m}. \tag{3}$$

Eliminating $k_F$ gives $n=g(E_F-E_1)$ with constant density of states $g=m/(\pi\hbar^2)$. Multiplication by the elementary charge $q$ gives

$$Q=C_q\,\frac{E_F-E_1}{q},\qquad C_q=q^2g=\frac{q^2m}{\pi\hbar^2}. \tag{4}$$

The quantum capacitance $C_q$ is the charge per area gained per volt of Fermi energy.

## Gate balance

Define the quasi-Fermi potential $V$ by $E_F=-qV$, with $V=0$ at the source and $V=V_{DS}$ at the drain. Let $E_1=E_0-q\psi$, where $E_0$ is the confinement energy. Equation (4) becomes

$$\psi=V+\frac{E_0}{q}+\frac{Q}{C_q}. \tag{5}$$

Three assumptions fix the gate side. The potential varies slowly along $x$, so the vertical field is that of a local capacitor (gradual channel). There is no depletion or trap charge. No current flows through the gate. Then $Q=C_{ox}(V_G-V_{FB}-\psi)$, where $V_{FB}$ is the gate voltage that makes the charge vanish at $\psi=0$. Inserting (5) and collecting the terms in $Q$,

$$V_{GT}-V=\frac{Q}{C_{ox}}+\frac{Q}{C_q}=\frac{Q}{C_s},\qquad \frac1{C_s}=\frac1{C_{ox}}+\frac1{C_q}, \tag{6}$$

with $V_{GT}=V_G-V_T$ and $V_T=V_{FB}+E_0/q$. The voltages add at a common charge, which is why the capacitances are in series.

### Which capacitance is $C_{ox}$?

For a thin sheet, $C_{ox}$ is the insulator value $C_{ins}=\epsilon_{ins}/t$, with $t$ the insulator thickness. In a well of width $d$ and permittivity $\epsilon_{ch}$ the electrons lie deeper. Let $z$ be the depth below the insulator and $N(z)$ the probability of finding the electron between $0$ and $z$. If no field leaves the back of the well, the displacement at depth $z$ comes from the charge beyond it, $Q(1-N)$. The electron energy relative to the gate therefore contains

$$U(z)=qQ\left[\frac1{C_{ins}}+\frac1{\epsilon_{ch}}\int_0^z(1-N)\,dz'\right]. \tag{7}$$

To first order the subband edge rises by the average of $U$, weighted with $dN/dz$. In the double integral, each $z'$ receives the total weight of all $z>z'$, which is $1-N(z')$. Thus

$$\frac1{C_{ox}}=\frac1{C_{ins}}+\frac{\gamma d}{\epsilon_{ch}},\qquad \gamma=\int_0^1(1-N)^2ds,\quad s=\frac zd. \tag{8}$$

For hard walls the density is $(2/d)\sin^2\pi s$, so $N=s-\sin(2\pi s)/2\pi$. Expanding the square,

$$\gamma=\int_0^1\left[(1-s)^2+\frac{(1-s)\sin2\pi s}{\pi}+\frac{\sin^22\pi s}{4\pi^2}\right]ds
=\frac13+\frac1{2\pi^2}+\frac1{8\pi^2}=\frac13+\frac5{8\pi^2}. \tag{9}$$

The middle term uses $\int_0^1(1-s)\sin2\pi s\,ds=1/2\pi$, found by parts. The result is $\gamma=0.3967$. A self-consistent Schrödinger–Poisson solution of the 8 nm well used below gives $0.3966$ at small charge. The series formula thus needs the geometric capacitance between gate and subband state, which is smaller than that of the insulator alone.

## Transport at constant mobility

Assume that scattering keeps the electrons near local equilibrium at a uniform temperature, with a relaxation time $\tau$ independent of energy. Write the distribution as $f_0+\delta f$, where $f_0$ is the Fermi function of $E-E_F(x)$ and $E$ is the total energy. Motion in the static potential conserves $E$, so along a trajectory $f_0$ changes only through $E_F(x)$. To first order the Boltzmann equation reads

$$v_x\left(-\frac{\partial f_0}{\partial E}\right)\frac{dE_F}{dx}=-\frac{\delta f}{\tau}. \tag{10}$$

The particle flux is the sum of $v_x\delta f$ over states. At kinetic energy $\varepsilon$ the directional average of $v_x^2$ is $v^2/2=\varepsilon/m$, hence

$$\text{flux}=-\tau\frac{dE_F}{dx}\,\frac gm\int_0^\infty\varepsilon\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon
=-\frac{\tau n}{m}\frac{dE_F}{dx}. \tag{11}$$

The last step is an integration by parts: the boundary terms vanish and $g\int_0^\infty f_0\,d\varepsilon=n$. With $dE_F=-q\,dV$, $\mu=q\tau/m$ and multiplication by $qW$,

$$I=\mu WQ\frac{dV}{dx}. \tag{12}$$

This holds at any degeneracy. It already contains diffusion, as substitution of $V$ from (5) shows:

$$I=\mu WQ\frac{d\psi}{dx}-WD_n\frac{dQ}{dx},\qquad D_n=\frac{\mu Q}{C_q}. \tag{13}$$

The coefficient agrees with the kinetic value for a degenerate two-dimensional gas. The Fermi velocity obeys $v_F^2=2(E_F-E_1)/m=2qQ/(mC_q)$, so $v_F^2\tau/2=(q\tau/m)Q/C_q=D_n$.

## The current

Along the channel $V_{GT}$ is fixed, so (6) gives $dV=-dQ/C_s$. Equation (12) becomes $I\,dx=-(\mu W/C_s)\,Q\,dQ$. Integrating from source to drain,

$$\boxed{I=\frac{\mu W}{2L}\,\frac{Q_S^2-Q_D^2}{C_s}} \tag{14}$$

Integrating from the source to $x$ instead, and eliminating $I$ with (14),

$$Q^2(x)=Q_S^2-(Q_S^2-Q_D^2)\frac xL. \tag{15}$$

The squared charge falls linearly. In terms of voltages, $Q_S=C_sV_{GT}$ and $Q_D=C_s(V_{GT}-V_{DS})$, so $Q_S^2-Q_D^2=C_s^2(2V_{GT}V_{DS}-V_{DS}^2)$ and

$$I=\frac{\mu WC_s}{L}\left(V_{GT}V_{DS}-\frac{V_{DS}^2}2\right),\qquad 0\le V_{DS}\le V_{GT}. \tag{16}$$

The series capacitance stands in the denominator of (14) and in the numerator of (16). There is no conflict: at given end charges a small $C_s$ means a large voltage between the ends, while at given voltages it means little charge.

### Drift, diffusion and the opposite limit

At fixed gate voltage $d\psi=-dQ/C_{ox}$. The drift term in (13) is therefore $-\mu WQQ'/C_{ox}$, the diffusion term is $-\mu WQQ'/C_q$, and their sum is $-\mu WQQ'/C_s$. The shares are

$$\frac{I_{drift}}I=\frac{C_q}{C_{ox}+C_q},\qquad \frac{I_{diff}}I=\frac{C_{ox}}{C_{ox}+C_q}, \tag{17}$$

the same at every $x$. For $C_q\to\infty$ the opening case (2) returns. For $C_{ox}\to\infty$ the gate pins $\psi$, there is no field along the channel, and the current is pure diffusion of a Fermi gas, with $C_q$ in the denominator of (14).

### Saturation

At $V_{DS}=V_{GT}$ the drain charge vanishes and the zero-temperature current reaches $\mu WC_sV_{GT}^2/2L$. Equation (15) then gives $Q=Q_S\sqrt{1-x/L}$, and by (12) the driving field $dV/dx$ grows as $(1-x/L)^{-1/2}$. Near the drain this violates the gradual-channel assumption, and at any nonzero temperature the gas there is no longer degenerate.

## Finite temperature

The second failure can be worked out in full within the gradual-channel model. Let $\phi=kT/q$ and $\eta=(E_F-E_1)/kT$. Integrating the Fermi function over the constant density of states gives $Q=C_q\phi\ln(1+e^\eta)$. With $u=Q/(C_q\phi)$ this inverts to

$$\eta=\ln(e^u-1)=u+\ln(1-e^{-u}). \tag{18}$$

In the gate balance $\phi\eta$ replaces $Q/C_q$. Since $\phi u=Q/C_q$,

$$V_{GT}-V=\frac Q{C_s}+\phi\ln(1-e^{-u}),\qquad
-dV=\frac{dQ}{C_s}+\frac{\phi\,du}{e^u-1}. \tag{19}$$

Equation (12) still holds. Writing $Q=C_q\phi u$ in the second term,

$$I=\frac{\mu W}L\left[\frac{Q_S^2-Q_D^2}{2C_s}+C_q\phi^2\int_{u_D}^{u_S}\frac{u\,du}{e^u-1}\right]. \tag{20}$$

Expanding $1/(e^u-1)=\sum_{j\ge1}e^{-ju}$ and using $\int_0^\infty ue^{-ju}du=1/j^2$, the integral over all $u$ is $\pi^2/6$. This bounds the correction at given end charges. It is approached when the source is degenerate and the drain is empty.

At fixed bias the charges shift too. By (19), $Q$ exceeds $C_s(V_{GT}-V)$ by $-C_s\phi\ln(1-e^{-u})\approx C_s\phi e^{-u}$. With both ends degenerate the error of (16) is therefore exponentially small, not a power of $T$. The constant density of states is responsible, since raising $T$ at fixed $E_F-E_1\gg kT$ then hardly changes the charge.

## Worked example

Take a long transistor at 77 K with a hexagonal boron nitride (hBN) gate insulator over a light-mass semiconductor well. The material parameters are rough typical values: $m=0.05\,m_e$, relative permittivities 3.5 (hBN) and 13 (well), and $\mu=5000$ cm²/Vs. The geometry is $t=3$ nm, $d=8$ nm, $L=W=10$ µm, and the bias is $V_{GT}=0.5$ V, $V_{DS}=0.2$ V.

The bare insulator has $C_{ins}=1.033$ µF/cm². The well depth adds a series capacitance $\epsilon_{ch}/\gamma d=3.63$ µF/cm², and (8) gives $C_{ox}=0.804$ µF/cm². From (4), $C_q=3.346$ µF/cm². Therefore

$$C_s=\frac{0.804\times3.346}{0.804+3.346}=0.648\ \mu\text{F/cm}^2 .$$

The end charges are $Q_S=0.6483\times0.5=0.3241$ and $Q_D=0.6483\times0.3=0.1945$ µC/cm², or $2.02$ and $1.21\times10^{12}$ electrons/cm². The Fermi energies $qQ/C_q$ are 96.9 and 58.1 meV. With $kT=6.64$ meV the drain end has $(E_F-E_1)/kT=8.8$, so the whole channel is degenerate. Since $W/L=1$,

$$I=5000\times\frac{0.3241^2-0.1945^2}{2\times0.6483}\ \mu\text{A}\approx259\ \mu\text{A}.$$

As a test, the drift–diffusion equation (13) was integrated along the channel with $D_n=v_F^2\tau/2$, and the current adjusted until the charge at $x=L$ met the drain value. It gave the same 259.3 µA, and the same mid-channel charge as (15), 0.2673 µC/cm².

Drift carries 80.6 % of the current (209 µA) and diffusion 19.4 % (50 µA), although the channel is well above threshold. Omitting $C_q$ at the same bias and threshold replaces $C_s$ by $C_{ox}$ in (16). The current becomes 322 µA, too high by $C_{ox}/C_q=24$ % of the correct model value.

### Temperature

At fixed bias, mobility and $V_T$, the thermal correction to (16) is $+0.000045$ % at 77 K and $+0.36$ % at 300 K. These figures belong to an exactly constant density of states; with the nonparabolicity $\alpha=1$ eV⁻¹ used below, the correction goes as $T^2$ at low temperature and is about $+0.03$ % at 77 K and $+0.9$ % at 300 K. At 300 K the drain-end ratio, computed from the zero-temperature Fermi energy, is only 2.2, yet the square law remains good at this bias. In saturation the correction is algebraic. At 77 K, with $V_{DS}=V_{GT}+30\phi$, direct integration of (12) over $V$ gives 406.4 µA. The square law gives 405.2 µA, and the term $(\mu W/L)C_q\phi^2\pi^2/6$ supplies the remaining 1.2 µA.

### Effects outside the model

The changes below are relative to 259 µA at fixed bias and threshold, each taken alone.

**Subband state.** The gate field deforms the state beyond first order. With the self-consistent Schrödinger–Poisson level for hard walls the current rises by 0.6 %. A finite back barrier lets the state spread deeper; with 0.5 eV the net change is about $-1.9$ %. A finite front barrier acts the other way: with the rough hBN barrier and mass used below for tunnelling, and $\psi'/m$ of the envelope continuous at the interface, the state moves towards the gate and the net change with both barriers finite is about $+3$ %. The sign of this correction thus depends on the walls.

**Nonparabolicity.** If $\hbar^2k^2/2m=\varepsilon(1+\alpha\varepsilon)$ with a rough $\alpha=1$ eV⁻¹, then $n=g\varepsilon(1+\alpha\varepsilon)$. At constant mobility the larger density of states adds 1.4 %. Constant mobility no longer follows from constant $\tau$, however: the mass at the Fermi level is $m(1+2\alpha\varepsilon)$, and at fixed $\tau$ the current falls by about 12 % instead. Here $m$ is the in-plane mass at the subband edge. If the value used were the bulk band-edge mass, the confinement energy would already make the in-plane mass heavier, and the change would be larger.

**Exchange.** In a strictly two-dimensional gas an electron at $k_F$ has exchange energy

$$-\frac{q^2}{2\epsilon_{ch}}\int_{k'<k_F}\frac{d^2k'}{(2\pi)^2}\frac1{|\mathbf k-\mathbf k'|}=-\frac{q^2k_F}{2\pi^2\epsilon_{ch}}.$$

In polar coordinates about a point on the rim, the disc integral of $1/|\mathbf k-\mathbf k'|$ is $\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta=4k_F$. This lowering of the Fermi level at given charge lets the gate draw in more electrons and adds 5.8 %. Correlation, finite thickness and image charges are left out, so the figure indicates a size only.

**Velocity saturation.** Let the velocity be $\mu V'/(1+\mu V'/v_{sat})$, with $V'=dV/dx$. Then $I(1+\mu V'/v_{sat})=\mu WQV'$, and integration divides (16) by $1+\mu V_{DS}/(v_{sat}L)$. For a rough $v_{sat}=2\times10^7$ cm/s the divisor is 1.05 and the current falls by 4.8 %.

**Second subband.** With a hard front wall, a rough back barrier of 0.5 eV, a parabolic band and no gate field, the second level lies 249 meV above the first. A finite hBN barrier and $\alpha=1$ eV⁻¹ each reduce this to about 200 meV, and together to about 170 meV. This is still well above the source Fermi energy, so one subband suffices at 77 K.

### Comparison with real devices

The example assumes an ideal interface between the hBN and the semiconductor well; its quality is not modelled. The hBN field, 1.05 MV/cm, is far below a rough breakdown field of 8 MV/cm. A semiclassical estimate of direct tunnelling, with a rough barrier of 2.5 eV and mass of $0.3\,m_e$, gives a gate current of order $10^{-10}$ A, uncertain by a factor of a few even for these inputs; leakage through defects is not included. The channel length is far from that of a scaled transistor. Here $L$ greatly exceeds the mean free path $v_F\tau=117$ nm, as (12) requires. At $L=100$ nm the divided formula holds only up to $V_{DS}\approx0.16$ V, where $I$ reaches $WQ_Dv_{sat}$ and the current saturates. That current is about one sixth of what (16) gives at the example bias, and even this is only indicative because local equilibrium is lost. Real devices also break the assumption of constant mobility. If $\mu$ were proportional to $Q$, with its source value kept at 5000 cm²/Vs, (12) would give $\int Q^2dQ/Q_S$ in place of $\int Q\,dQ$. With $Q_D/Q_S=0.6$ the ratio of currents is $[(1-0.6^3)/3]/[(1-0.6^2)/2]=0.82$, a fall of 18 %. Contact resistance and interface traps would lower the current further at fixed terminal voltages and threshold. The remaining values are in the numerical output.

## Table of computed values

```
channel mass = 0.050 m_e
relative permittivity hBN, channel = 3.5, 13.0
hBN thickness, well width = 3.0, 8.0 nm
length, width = 10.0, 10.0 um
mobility = 5000 cm2/Vs
V_GT, V_DS = 0.500, 0.200 V
temperature = 77 K, kT/q = 6.635 mV
C_q formula = 3.3464 uF/cm2
C_q from state count = 3.3468 uF/cm2
bare hBN capacitance = 1.0330 uF/cm2
well-depth factor formula = 0.39666
well-depth factor numerical = 0.39660
C_ox including well depth = 0.8040 uF/cm2
C_s = 0.6483 uF/cm2
Q_S, Q_D = 0.3241, 0.1945 uC/cm2
n_S, n_D = 2.023, 1.214 1e12/cm2
E_F-E_1 source, drain = 96.86, 58.12 meV
(E_F-E_1)/kT at drain = 8.76
current, formula = 259.306 uA
current, shooting = 259.306 uA
mid-channel Q, formula = 0.2673 uC/cm2
mid-channel Q, shooting = 0.2673 uC/cm2
drift part = 209.073 uA
diffusion part = 50.233 uA
drift share = 80.63 %
current without C_q, same bias = 321.608 uA
change without C_q = +24.03 %
thermal change at 77 K = +0.000045 %
thermal change at 300 K = +0.361 %
thermal integral 77 K = 0.001526
thermal integral 300 K = 0.24108
saturation integral = 1.64493
pi^2/6 = 1.64493
saturation current at 77 K = 406.377 uA
Schroedinger-Poisson current = 260.822 uA
change, state deformation = +0.58 %
nonparabolicity, rough = 1.0 1/eV
change, nonparabolicity = +1.36 %
change, strict-2D exchange = +5.77 %
back barrier, rough = 0.50 eV
second subband above first = 249.3 meV
saturation velocity, rough = 2.0e+07 cm/s
drain-end drift velocity = 1.33e+06 cm/s
change, velocity saturation = -4.76 %
drain-end channel field = 0.267 kV/cm
energy relaxation time, rough = 1.0 ps
drain-end electron temperature = 87.3 K
mean free path at source = 117.3 nm
gradual-channel length scale = 9.44 nm
hBN field at source = 1.046 MV/cm
hBN breakdown field, rough = 8.0 MV/cm
hBN barrier, rough = 2.5 eV
hBN tunnelling mass, rough = 0.30 m_e
gate tunnelling current = 1.2e-10 A
```
